# Electron mass from hydrogen-like carbon: g factor, binding energy and uncertainties: verification in Python

```python
"""Electron mass from the Larmor and cyclotron frequencies of 12C5+.

Result under test:  m = (12 u + E_b/c^2) / (5 + 10*ratio/g)
  m      electron mass;  ratio = Larmor frequency / cyclotron frequency
  g      g factor of the bound 1s electron (positive convention)
  E_b    energy to remove five electrons from neutral carbon
Model g: (2/3)(1+2 sqrt(1-lam^2)) + 2a(1+lam^2/6), lam = Z*alpha,
  a = free-electron magnetic moment anomaly.
Dirac calculations use hbar = m = c = 1. Frequencies are synthetic.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import gamma as gamma_function
from pyscf import gto, scf, cc, fci

Z = 6
alpha = const.fine_structure
lam = Z * alpha
gam = np.sqrt(1 - lam**2)
anomaly = const.physical_constants["electron mag. mom. anomaly"][0]
mass_ref = const.physical_constants["electron mass in u"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
u_kg = const.atomic_mass
ev_to_u = const.e / (const.c**2 * u_kg)

# ---- Dirac g factor from the explicit four-component 1s spinor ----
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
alpha_mat = [np.block([[zero2, s], [s, zero2]]) for s in sigma]
beta_mat = np.diag([1, 1, -1, -1])


def spinor(x, y, z):
    """Unnormalized Dirac-Coulomb 1s state with j_z = +1/2."""
    r = np.sqrt(x*x + y*y + z*z)
    large = r**(gam - 1) * np.exp(-lam*r)
    small = 1j * (1 - gam) / lam * large
    return np.array([large, 0*large, small*z/r, small*(x + 1j*y)/r])


point = np.array([7.0, -4.0, 9.0])
step = 0.01
psi = spinor(*point)
h_psi = beta_mat @ psi - lam / np.linalg.norm(point) * psi
for axis in range(3):
    shift = np.zeros(3)
    shift[axis] = step
    slope = (spinor(*(point + shift)) - spinor(*(point - shift))) / (2*step)
    h_psi = h_psi - 1j * alpha_mat[axis] @ slope
dirac_residual = np.max(abs(h_psi - gam*psi)) / np.max(abs(psi))
assert dirac_residual < 1e-7

nodes, weights = np.polynomial.legendre.leggauss(140)
r_max = 25 / lam
r_nodes = (nodes + 1) * r_max / 2
r_weights = weights * r_max / 2
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = np.arange(4) * np.pi / 2 + 0.3
R, C, P = np.meshgrid(r_nodes, cos_nodes, phi_nodes, indexing="ij")
volume = (r_weights[:, None, None] * cos_weights[None, :, None]
          * (np.pi / 2) * R**2)
X = R * np.sqrt(1 - C**2) * np.cos(P)
Y = R * np.sqrt(1 - C**2) * np.sin(P)
psi = spinor(X, Y, R*C)


def density(matrix):
    return np.einsum("i...,ij,j...->...", psi.conj(), matrix, psi).real


norm = np.sum(volume * density(np.eye(4)))
current = X * density(alpha_mat[1]) - Y * density(alpha_mat[0])
g_quadrature = 2 * np.sum(volume * current) / norm
g_dirac = 2 / 3 * (1 + 2*gam)
assert abs(g_quadrature - g_dirac) < 1e-8


# ---- Binding correction to the anomalous moment ----
def pauli_response(coupling, size=5):
    """Return anomalous g/(2a), its magnetic part and its electric part."""
    root = np.sqrt(1 - coupling**2)
    k = np.arange(size)
    total = k[:, None] + k[None, :]
    scale = 1 / np.sqrt(gamma_function(2*root + 2*k + 1))

    def moment(power):
        values = gamma_function(2*root + total + power + 1)
        return (values * np.outer(scale, scale)
                / (2*coupling)**(power + 1))

    overlap = moment(0)
    inverse_r = moment(-1)
    derivative = inverse_r * (root + k)[None, :] - coupling * overlap
    zero = np.zeros_like(overlap)
    metric = np.block([[overlap, zero], [zero, overlap]])
    h = np.block([
        [overlap - coupling*inverse_r, -derivative - inverse_r],
        [derivative - inverse_r, -overlap - coupling*inverse_r]])
    h = (h + h.T) / 2
    electric = -coupling / 2 * moment(-2)
    magnetic = -moment(1) / 3
    w = np.block([[zero, electric], [electric, zero]])
    b = np.block([[zero, magnetic], [magnetic, zero]])
    energy, vectors = eigh(h, metric)
    ground = np.argmin(abs(energy - root))
    v = vectors[:, ground]
    others = np.arange(2*size) != ground
    w_row = v @ w @ vectors[:, others]
    b_row = v @ b @ vectors[:, others]
    second = 2*np.sum(w_row * b_row / (energy[ground] - energy[others]))
    upper = v[:size] @ overlap @ v[:size]
    lower = v[size:] @ overlap @ v[size:]
    direct = upper + lower / 3
    return direct + 2*second, direct, 2*second


response, direct_part, electric_part = pauli_response(lam)
coef_total = (response - 1) / lam**2
coef_direct = (direct_part - 1) / lam**2
coef_electric = electric_part / lam**2
coef_half = (pauli_response(lam/2)[0] - 1) / (lam/2)**2
assert abs(coef_total - 1/6) < 0.01
assert abs(coef_direct + 1/6) < 0.01
assert abs(coef_electric - 1/3) < 0.01
assert abs(coef_half - 1/6) < 0.5 * abs(coef_total - 1/6)

g_free_part = 2 * anomaly
g_binding_part = 2 * anomaly * lam**2 / 6
g_theory = g_dirac + g_free_part + g_binding_part


# ---- Five-electron binding energy of carbon ----
def even_tempered(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


def converge(mean_field):
    """Run the mean field without writing a checkpoint."""
    mean_field.chkfile = None
    mean_field.kernel()
    assert mean_field.converged
    return mean_field


def coupled_cluster(mean_field):
    """All-electron UCCSD energy with integrals held in memory."""
    solver = cc.UCCSD(mean_field)
    solver.verbose = 0
    solver.incore_complete = True
    solver.kernel()
    assert solver.converged
    return solver.e_tot


def carbon(basis):
    return gto.M(atom="C 0 0 0", basis=basis, spin=2, verbose=0)


basis_spd = (even_tempered(0, 0.05, 2.9, 13)
             + even_tempered(1, 0.05, 3.0, 7)
             + even_tempered(2, 0.30, 3.2, 4))
basis_spdf = basis_spd + even_tempered(3, 0.80, 5.0, 2)
atom_energy = []
for basis in (basis_spd, basis_spdf):
    mean_field = converge(scf.UHF(carbon({"C": basis})).sfx2c1e())
    atom_energy.append(coupled_cluster(mean_field))
ion_energy = eigh(mean_field.get_hcore(), mean_field.get_ovlp(),
                  eigvals_only=True)[0]
ion_dirac = (gam - 1) / alpha**2
assert abs(ion_energy - ion_dirac) < 1e-3

small_atom = carbon("cc-pvdz")
small_uhf = converge(scf.UHF(small_atom))
small_rohf = converge(scf.ROHF(small_atom))
full_ci = fci.FCI(small_rohf).kernel()[0]
method_gap = abs(full_ci - coupled_cluster(small_uhf)) * hartree_ev
# UCCSD lacks connected triples; 0.1 eV is about 1e-11 of the ion mass.
assert method_gap < 0.1

binding_spd, binding = [(ion_energy - e)*hartree_ev for e in atom_energy]
f_change = binding - binding_spd
assert f_change > 0
u_binding = f_change + method_gap


# ---- Mass formula and an independent iterative solution ----
def electron_mass(ratio, g, energy_ev):
    return (12 + energy_ev*ev_to_u) / (5 + 10*ratio/g)


def iterated_mass(ratio, g, energy_ev):
    mass = 0.0
    for _ in range(8):
        ion_mass = 12 - 5*mass + energy_ev*ev_to_u
        mass = g * ion_mass / (10*ratio)
    return mass


field = 4.0
planted = 2e-7
g_signal = g_theory + planted
ion_mass_ref = 12 - 5*mass_ref + binding*ev_to_u
magneton = const.e * const.hbar / (2 * mass_ref * u_kg)
larmor = g_signal * magneton * field / const.h
cyclotron = 5*const.e*field / (2*np.pi*ion_mass_ref*u_kg)
ratio = larmor / cyclotron

mass_signal = electron_mass(ratio, g_signal, binding)
mass_model = electron_mass(ratio, g_theory, binding)
assert abs(mass_signal/mass_ref - 1) < 1e-13
assert abs(mass_model/iterated_mass(ratio, g_theory, binding) - 1) < 1e-13

neutral_mass = 12 + binding*ev_to_u
sensitivity = 1 - 5*mass_model/neutral_mass
bias = mass_model/mass_ref - 1
assert abs(bias + sensitivity*planted/g_theory) < 1e-12
no_binding = electron_mass(ratio, g_signal, 0)/mass_ref - 1
no_missing = g_signal*neutral_mass/(10*ratio)/mass_ref - 1
assert abs(no_binding + binding*ev_to_u/neutral_mass) < 1e-13

# ---- Uncertainty propagation, then Monte Carlo ----
u_ratio_rel = 3e-11
u_g_model = 3e-7
u_g_refined = 1e-10
part_ratio = sensitivity * u_ratio_rel
part_binding = u_binding * ev_to_u / neutral_mass
part_g_model = sensitivity * u_g_model / g_theory
part_g_refined = sensitivity * u_g_refined / g_theory
total_model = np.sqrt(part_ratio**2 + part_binding**2 + part_g_model**2)
total_refined = np.sqrt(part_ratio**2 + part_binding**2
                        + part_g_refined**2)
rng = np.random.default_rng(12)
for u_g, predicted in ((u_g_model, total_model),
                       (u_g_refined, total_refined)):
    draws = rng.normal(size=(3, 200000))
    sample = iterated_mass(ratio*(1 + u_ratio_rel*draws[0]),
                           g_theory + u_g*draws[1],
                           binding + u_binding*draws[2])
    sampled = np.std(sample/mass_model - 1)
    # The sampling error of the standard deviation is about 0.16 percent.
    assert abs(sampled/predicted - 1) < 0.01

qed_scale = alpha/np.pi * lam**4 * np.log(lam**-2)
recoil_scale = lam**2 * mass_model / ion_mass_ref
energy_for_1e11 = 1e-11 * neutral_mass / ev_to_u

print(f"Z*alpha: {lam:.9f}")
print(f"Dirac equation relative residual: {dirac_residual:.1e}")
print(f"Dirac g, formula: {g_dirac:.10f}")
print(f"Dirac g, 3D quadrature: {g_quadrature:.10f}")
print(f"free-electron anomaly a: {anomaly:.12f}")
print(f"free anomalous part of g, 2a: {g_free_part:.10f}")
print(f"Pauli coefficient, magnetic part: {coef_direct:.6f}")
print(f"Pauli coefficient, electric part: {coef_electric:.6f}")
print(f"Pauli coefficient, total at Z=6: {coef_total:.6f}")
print(f"Pauli coefficient, total at Z=3: {coef_half:.6f}")
print(f"binding part of anomalous g: {g_binding_part:.4e}")
print(f"model g: {g_theory:.10f}")
print(f"scale of omitted QED in g: {qed_scale:.2e}")
print(f"scale of omitted recoil in g: {recoil_scale:.2e}")
print(f"C energy, spd basis: {atom_energy[0]:.6f} hartree")
print(f"C energy, spdf basis: {atom_energy[1]:.6f} hartree")
print(f"C5+ energy, same basis: {ion_energy:.6f} hartree")
print(f"C5+ energy, Dirac: {ion_dirac:.6f} hartree")
print(f"binding energy E_b: {binding:.3f} eV")
print(f"change of E_b from f functions: {f_change:.3f} eV")
print(f"UCCSD-full-CI gap, cc-pVDZ: {method_gap:.4f} eV")
print(f"adopted uncertainty of E_b: {u_binding:.3f} eV")
print(f"E_b/c^2: {binding*ev_to_u:.6e} u")
print(f"chosen field: {field:.1f} T")
print(f"planted shift of g: {planted:.1e}")
print(f"g used to generate frequencies: {g_signal:.10f}")
print(f"synthetic Larmor frequency: {larmor/1e9:.9f} GHz")
print(f"synthetic cyclotron frequency: {cyclotron/1e6:.9f} MHz")
print(f"frequency ratio: {ratio:.9f}")
print(f"ion mass: {ion_mass_ref:.12f} u")
print(f"input electron mass: {mass_ref:.15f} u")
print(f"mass recovered with generating g: {mass_signal:.15f} u")
print(f"mass recovered with model g: {mass_model:.15f} u")
print(f"mass recovered with model g: {mass_model*u_kg:.9e} kg")
print(f"relative mass bias from planted shift: {bias:.4e}")
print(f"relative error if E_b ignored: {no_binding:.4e}")
print(f"relative error if missing electrons ignored: {no_missing:.4e}")
print(f"sensitivity factor s: {sensitivity:.9f}")
print(f"chosen relative ratio uncertainty: {u_ratio_rel:.1e}")
print(f"chosen u(g), present model: {u_g_model:.1e}")
print(f"chosen u(g), refined theory: {u_g_refined:.1e}")
print(f"relative mass part from ratio: {part_ratio:.3e}")
print(f"relative mass part from E_b: {part_binding:.3e}")
print(f"relative mass part from model g: {part_g_model:.3e}")
print(f"relative mass part from refined g: {part_g_refined:.3e}")
print(f"total relative uncertainty, model g: {total_model:.3e}")
print(f"total relative uncertainty, refined g: {total_refined:.3e}")
print(f"mass uncertainty, model g: {total_model*mass_model:.3e} u")
print(f"mass uncertainty, refined g: {total_refined*mass_model:.3e} u")
print(f"Monte Carlo relative spread, refined g: {sampled:.3e}")
print(f"E_b error giving 1e-11 in mass: {energy_for_1e11:.4f} eV")
print("all tests passed")
```

Printed output:

```
Z*alpha: 0.043784115
Dirac equation relative residual: 1.1e-08
Dirac g, formula: 1.9987213544
Dirac g, 3D quadrature: 1.9987213544
free-electron anomaly a: 0.001159652180
free anomalous part of g, 2a: 0.0023193044
Pauli coefficient, magnetic part: -0.166747
Pauli coefficient, electric part: 0.335897
Pauli coefficient, total at Z=6: 0.169150
Pauli coefficient, total at Z=3: 0.167286
binding part of anomalous g: 7.4104e-07
model g: 2.0010413998
scale of omitted QED in g: 5.34e-08
scale of omitted recoil in g: 8.77e-08
C energy, spd basis: -37.842627 hartree
C energy, spdf basis: -37.847426 hartree
C5+ energy, same basis: -18.008070 hartree
C5+ energy, Dirac: -18.008635 hartree
binding energy E_b: 539.856 eV
change of E_b from f functions: 0.131 eV
UCCSD-full-CI gap, cc-pVDZ: 0.0352 eV
adopted uncertainty of E_b: 0.166 eV
E_b/c^2: 5.795597e-07 u
chosen field: 4.0 T
planted shift of g: 2.0e-07
g used to generate frequencies: 2.0010415998
synthetic Larmor frequency: 112.028273280 GHz
synthetic cyclotron frequency: 25.599379353 MHz
frequency ratio: 4376.210521990
ion mass: 11.997257680014 u
input electron mass: 0.000548579909044 u
mass recovered with generating g: 0.000548579909044 u
mass recovered with model g: 0.000548579854227 u
mass recovered with model g: 9.109382804e-31 kg
relative mass bias from planted shift: -9.9925e-08
relative error if E_b ignored: -4.8297e-08
relative error if missing electrons ignored: 2.2863e-04
sensitivity factor s: 0.999771425
chosen relative ratio uncertainty: 3.0e-11
chosen u(g), present model: 3.0e-07
chosen u(g), refined theory: 1.0e-10
relative mass part from ratio: 2.999e-11
relative mass part from E_b: 1.483e-11
relative mass part from model g: 1.499e-07
relative mass part from refined g: 4.996e-11
total relative uncertainty, model g: 1.499e-07
total relative uncertainty, refined g: 6.013e-11
mass uncertainty, model g: 8.223e-11 u
mass uncertainty, refined g: 3.299e-14 u
Monte Carlo relative spread, refined g: 6.026e-11
E_b error giving 1e-11 in mass: 0.1118 eV
all tests passed
```
